# Overhauser enhancement from the Solomon equations and from flux balance

## The decision: may the coupling factor be set to 1/2?

To calculate the proton polarization produced by saturating an electron resonance, one must decide whether the coupling factor may be given its low-field dipolar value of 1/2 or has to be computed at the working field. For a model electron–proton pair with a correlation time of 20 ps at 0.35 T, full saturation and no leakage, the first choice predicts a polarization of −328 times the equilibrium value, the second −225.5. If the coupling is scalar instead of dipolar, the answer is +659. The choice rests on

\[
\varepsilon\equiv\frac{\langle I_z\rangle}{I_0}=1+\xi f s\,\frac{\gamma_e}{\gamma_n},
\tag{1}
\]

where \(I_0\) is the equilibrium value of \(\langle I_z\rangle\), and \(\xi\), \(f\) and \(s\) are the coupling, leakage and saturation factors defined below. Since \(\gamma_e<0\), \(\gamma_e/\gamma_n=-658.2\) for a free electron and a free proton.

## The pair and its transition rates

Both spins are 1/2. The Hamiltonian divided by \(\hbar\) is \(\omega_I I_z+\omega_S S_z+V(t)\), with \(\omega_I=-\gamma_nB\) and \(\omega_S=-\gamma_eB\). For a proton \(\omega_I<0\), while \(\omega_S>0\). States are labelled by the signs of \((m_I,m_S)\). The fluctuating coupling \(V\) causes four kinds of transition:

- flip-flop, \(+-\leftrightarrow-+\), at rate \(W_0\);
- nuclear flip, at rate \(W_1\) for either electron state;
- electron flip, at rate \(W_1'\) for either nuclear state;
- double flip, \(++\leftrightarrow--\), at rate \(W_2\).

**Golden rule.** To first order in \(V\), the amplitude for \(a\to b\) after time \(t\) is \(-i\int_0^t V_{ba}(t')e^{i\omega t'}dt'\), where \(\omega\) is the difference of the level frequencies. Let \(V_{ba}\) have zero mean, mean square \(v^2\) and correlation function \(v^2e^{-|u|/\tau}\). For \(t\gg\tau\), the averaged squared amplitude grows as \(t\) times

\[
W=v^2\int_{-\infty}^{\infty}e^{-|u|/\tau}e^{i\omega u}\,du
=2v^2J(\omega),\qquad J(\omega)=\frac{\tau}{1+\omega^2\tau^2}.
\tag{2}
\]

This needs \(v\tau\ll1\), so that the transition probability is still small after many correlation times. If the relaxation rates are also far below the Larmor frequencies, coherences average out and populations suffice.

**Dipolar coupling.** For two point dipoles at distance \(r\) along the unit vector \(\mathbf n\),

\[
V=d\,[\mathbf I\cdot\mathbf S-3(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)],\qquad
d=\frac{\mu_0\gamma_e\gamma_n\hbar}{4\pi r^3}.
\]

Let \(\mathbf n\) have polar angles \(\theta,\phi\), and write \(c=\cos\theta\), \(q=\sin\theta\). Then \(\mathbf I\cdot\mathbf n=cI_z+\tfrac12q(I_+e^{-i\phi}+I_-e^{i\phi})\), and likewise for \(\mathbf S\). Three coefficients follow.

- \(I_+S_-\): \(\mathbf I\cdot\mathbf S\) gives \(\tfrac12\) and the second term \(-\tfrac34q^2\). The sum is \(-\tfrac14(1-3c^2)\).
- \(I_+S_z\): \(-\tfrac32qc\,e^{-i\phi}\). With \(S_z=\pm\tfrac12\), the matrix element has magnitude \(\tfrac34|qc|\). The electron flip has the same magnitude.
- \(I_+S_+\): \(-\tfrac34q^2e^{-2i\phi}\).

For isotropic directions \(\overline{c^2}=\tfrac13\) and \(\overline{c^4}=\tfrac15\). Hence \(\overline{(1-3c^2)^2}=1-2+\tfrac95=\tfrac45\), \(\overline{q^2c^2}=\tfrac13-\tfrac15=\tfrac2{15}\) and \(\overline{q^4}=1-\tfrac23+\tfrac15=\tfrac8{15}\). The mean squares are \(d^2/20\), \(3d^2/40\) and \(3d^2/10\), and equation (2) gives

\[
\begin{aligned}
W_0&=\tfrac1{10}d^2J(\omega_I-\omega_S), & W_1&=\tfrac3{20}d^2J(\omega_I),\\
W_1'&=\tfrac3{20}d^2J(\omega_S), & W_2&=\tfrac35d^2J(\omega_I+\omega_S).
\end{aligned}
\tag{3}
\]

In extreme narrowing, \(|\omega_S|\tau\ll1\), every \(J\) equals \(\tau\) and \(W_0:W_1:W_2=2:3:12\).

**Scalar coupling.** Here \(V=A(t)\,\mathbf I\cdot\mathbf S=A(t)[I_zS_z+\tfrac12(I_+S_-+I_-S_+)]\), where \(A(t)\) is the fluctuation about the mean, with rms value \(A\). This operator conserves \(I_z+S_z\), so it causes flip-flops and no other transition. The mean square \(A^2/4\) gives

\[
W_0=\tfrac12A^2J(\omega_I-\omega_S),\qquad W_1=W_1'=W_2=0 .
\tag{4}
\]

## First derivation: the Solomon equations

**Linearized populations.** The surroundings at temperature \(T\) make downward transitions slightly faster than upward ones: the rate for \(a\to b\) is \(k_{ab}=We^{-(E_b-E_a)/2k_BT}\). Write each population as \(N_a=N_a^0+\delta_a\). The equilibrium flows cancel, so the net flow is

\[
k_{ab}N_a-k_{ba}N_b=k_{ab}\delta_a-k_{ba}\delta_b\approx W(\delta_a-\delta_b).
\]

The last step is the leading order in \(\hbar\omega/k_BT\). The deviations therefore relax with symmetric rates.

**Nuclear equation.** Let \(\Delta_I=\langle I_z\rangle-I_0\) and \(\Delta_S=\langle S_z\rangle-S_0\). From their definitions,

\[
\begin{aligned}
\Delta_I&=\tfrac12(\delta_{++}+\delta_{+-}-\delta_{-+}-\delta_{--}),\\
\Delta_S&=\tfrac12(\delta_{++}-\delta_{+-}+\delta_{-+}-\delta_{--}),
\end{aligned}
\]

so that \(\delta_{+-}-\delta_{-+}=\Delta_I-\Delta_S\) and \(\delta_{++}-\delta_{--}=\Delta_I+\Delta_S\). Other mechanisms relax the nucleus at the leakage rate \(R_L\), which adds \(R_L/2\) to each nuclear flip rate. Every upward nuclear flip raises \(I_z\) by one, hence

\[
\begin{aligned}
\frac{d\langle I_z\rangle}{dt}&=-W_0(\Delta_I-\Delta_S)-W_2(\Delta_I+\Delta_S)-(2W_1+R_L)\Delta_I\\
&=-R_I\Delta_I-\sigma\Delta_S,
\end{aligned}
\tag{5}
\]

\[
R_I=W_0+2W_1+W_2+R_L,\qquad \sigma=W_2-W_0 .
\]

The cross-relaxation rate \(\sigma\) carries the sign of the effect. A double flip moves both spins the same way, a flip-flop moves them oppositely.

**Electron equation.** A flip-flop lowers \(S_z\) when it raises \(I_z\), so it contributes \(+W_0(\Delta_I-\Delta_S)\). The double flip contributes \(-W_2(\Delta_I+\Delta_S)\). Let \(R_e\) be the electron relaxation rate from other causes. Microwaves drive each electron transition at rate \(w\) equally in both directions, which adds \(w(N_--N_+)=-2w\langle S_z\rangle\), where \(N_\pm\) are the electron populations. Thus

\[
\frac{d\langle S_z\rangle}{dt}=-R_S\Delta_S-\sigma\Delta_I-2w\langle S_z\rangle,\qquad
R_S=W_0+2W_1'+W_2+R_e .
\tag{6}
\]

**Steady state.** Equation (5) gives \(\Delta_I=-(\sigma/R_I)\Delta_S\). Define

\[
s=\frac{S_0-\langle S_z\rangle}{S_0},\qquad
\xi=\frac{W_2-W_0}{W_0+2W_1+W_2},\qquad
f=\frac{W_0+2W_1+W_2}{R_I}.
\tag{7}
\]

Then \(\Delta_S=-sS_0\) and \(\sigma/R_I=\xi f\), so \(\Delta_I=\xi fsS_0\). Dividing by \(I_0\),

\[
\varepsilon=1+\xi fs\,\frac{S_0}{I_0}.
\]

For a spin 1/2, \(I_0=-\tfrac12\tanh(\hbar\omega_I/2k_BT)\approx\hbar\gamma_nB/4k_BT\), and similarly for \(S_0\). Therefore \(S_0/I_0=\gamma_e/\gamma_n\) at high temperature, which proves equation (1).

The saturation factor follows from equation (6). Inserting \(\Delta_I\) and \(\langle S_z\rangle=S_0+\Delta_S\) gives \((R_S-\sigma^2/R_I)\Delta_S+2w(S_0+\Delta_S)=0\), so

\[
s=\frac{2w}{2w+R_S-\sigma^2/R_I}.
\tag{8}
\]

The term \(\sigma^2/R_I\) is the back-action of the nucleus. Since \(R_IR_S\ge(W_0+W_2)^2\ge\sigma^2\), \(s\) lies between 0 and 1.

**Coupling factors.** In extreme narrowing the dipolar ratios give

\[
\xi=\frac{12-2}{2+6+12}=\frac12 .
\]

For scalar coupling, equation (4) gives \(\xi=-W_0/W_0=-1\) at any field. With \(f=s=1\), the enhancements are \(1-658.2/2=-328.1\) and \(1+658.2=659.2\).

Because the rates are non-negative, \(|W_2-W_0|\le W_0+2W_1+W_2\) and \(|\xi|\le1\). Hence \(|\varepsilon-1|\le658.2\) for protons. The ratio of gyromagnetic ratios is thus a bound on \(|\varepsilon-1|\). Ideal scalar relaxation reaches it; dipolar relaxation in extreme narrowing reaches half of it, with inverted polarization.

If both couplings act and \(A(t)\) is independent of direction, their cross term in \(W_0\) vanishes because \(\overline{1-3c^2}=0\), and the rates add. With one common \(\tau\) in extreme narrowing,

\[
\xi=\frac{\tfrac35d^2-\tfrac1{10}d^2-\tfrac12A^2}{d^2+\tfrac12A^2}=\frac{d^2-A^2}{2d^2+A^2}.
\]

The two mechanisms cancel at \(A=|d|\).

## Second derivation: balance of nuclear flips

This route keeps the Boltzmann factors and solves directly for the ratio of the nuclear populations. Let the nuclear populations be \(p_\pm\) and the electron populations \(q_\pm\). The electron populations are taken as given, and the joint populations as products, for example \(N_{+-}=p_+q_-\). Write \(x_I=\hbar\omega_I/k_BT\), \(x_S=\hbar\omega_S/k_BT\) and \(k_1=W_1+R_L/2\).

In the steady state, upward and downward nuclear flips balance. The transition \(-+\to+-\) changes the energy by \(\hbar(\omega_I-\omega_S)\), and \(--\to++\) changes it by \(\hbar(\omega_I+\omega_S)\). With the rates \(k_{ab}\) above,

\[
\begin{aligned}
&p_-\left[W_0e^{(x_S-x_I)/2}q_++W_2e^{-(x_I+x_S)/2}q_-+k_1e^{-x_I/2}\right]\\
&\quad=p_+\left[W_0e^{-(x_S-x_I)/2}q_-+W_2e^{(x_I+x_S)/2}q_++k_1e^{x_I/2}\right].
\end{aligned}
\]

A factor \(e^{-x_I/2}\) comes out on the left and \(e^{x_I/2}\) on the right. With \(a=e^{x_S/2}q_+\) and \(b=e^{-x_S/2}q_-\),

\[
\frac{p_+}{p_-}=e^{-x_I}\,\frac{W_0a+W_2b+k_1}{W_0b+W_2a+k_1}.
\tag{9}
\]

If the electron is in equilibrium, \(q_+/q_-=e^{-x_S}\), so \(a=b\) and the nucleus keeps its own Boltzmann factor. If the electron is fully saturated, \(q_+=q_-\) and \(a/b=e^{x_S}\). Pure flip-flop relaxation then gives \(p_+/p_-=e^{-(x_I-x_S)}\), and pure double-flip relaxation gives \(e^{-(x_I+x_S)}\). The surroundings impose a Boltzmann factor on the whole two-spin transition. Once saturation has equalized the electron populations, the nucleus has to carry all of it.

**High temperature.** Put \(p_\pm=\tfrac12\pm\langle I_z\rangle\) and \(q_\pm=\tfrac12\pm\langle S_z\rangle\). To first order, \(\ln(p_+/p_-)=4\langle I_z\rangle\), \(-x_I=4I_0\) and \(-x_S=4S_0\). Moreover

\[
a\approx\tfrac12+\tfrac14x_S+\langle S_z\rangle=\tfrac12+\Delta_S,\qquad b\approx\tfrac12-\Delta_S .
\]

The numerator of the fraction in equation (9) exceeds its denominator by \((W_0-W_2)(a-b)=-2\sigma\Delta_S\), and both are \(\tfrac12(W_0+W_2)+k_1=\tfrac12R_I\) to lowest order. The logarithm of equation (9) is therefore

\[
4\langle I_z\rangle=4I_0-\frac{2\sigma\Delta_S}{R_I/2}
\quad\Longrightarrow\quad
\langle I_z\rangle=I_0-\frac{\sigma}{R_I}\Delta_S .
\]

With \(\Delta_S=-sS_0\) and the definitions (7), this is equation (1) again.

The same result can be written as a weighted mean. With \(g=\gamma_e/\gamma_n\),

\[
\varepsilon=\frac{W_0(1-sg)+(2W_1+R_L)\cdot1+W_2(1+sg)}{R_I}.
\]

Each path pulls the nucleus towards its own polarization. For \(s=1\), the targets are 659.2 for flip-flops, 1 for single flips and −657.2 for double flips. The extreme-narrowing dipolar weights \(W_0:2W_1:W_2=2:6:12\) give \((2\times659.2+6-12\times657.2)/20=-328.1\).

## What each derivation assumes

Both use the same transition rates. They share the conditions behind equation (2), and a nuclear flip rate that does not depend on the electron state.

The first derivation assumes small deviations from a high-temperature equilibrium. It does not assume that the joint populations factorize. It also describes the time dependence and yields \(s\) from the pumping rate. If pumping holds \(\langle S_z\rangle\) fixed, equation (5) shows that the nuclear polarization builds up at rate \(R_I\).

The second derivation assumes a steady state, a known electron polarization and factorized populations. Factorization is reasonable when electron transitions are much faster than the pair rates, because the electron then settles before the nucleus flips again. In return, equation (9) is not restricted to small polarizations. The numerical check covers the high-temperature result, not equation (9) at large polarization.

The difference matters if a resolved hyperfine splitting lets the microwaves pump one electron line and not the other. The populations then no longer factorize. Equation (5) still holds, because the correlation \(\langle I_zS_z\rangle\) shifts \(N_{+-}\) and \(N_{-+}\) equally, and likewise \(N_{++}\) and \(N_{--}\), and it cancels in the single-flip sum. Equation (1) survives with the actual \(s\), but equation (8) must be replaced. This neglects the mixing of \(+-\) and \(-+\) by the static coupling \(A_0\), through which electron relaxation causes additional flip-flops at a rate of order \((A_0/\omega_S)^2R_e\). That rate must be small compared with \(R_I\).

## A model pair at 0.35 T

Take \(r=0.4\) nm, \(\tau=20\) ps, \(T=300\) K, \(R_L=100\ \mathrm{s^{-1}}\), \(R_e=10^6\ \mathrm{s^{-1}}\) and \(w=5\times10^6\ \mathrm{s^{-1}}\). The electron frequency is 9.81 GHz, so \(|\omega_S|\tau=1.233\) and extreme narrowing does not hold. The coupling \(|d|/2\pi=1.235\) MHz gives \(|d|\tau=1.6\times10^{-4}\), well within the golden-rule regime.

Equations (3) give \(W_0=47.7\), \(W_1=180.8\) and \(W_2=287.5\ \mathrm{s^{-1}}\). The pair rate is \(47.7+2\times180.8+287.5=696.8\ \mathrm{s^{-1}}\), hence

\[
\xi=\frac{287.5-47.7}{696.8}=0.344,\qquad
f=\frac{696.8}{796.8}=0.8745 .
\]

In equation (8), \(R_S\) is \(10^6\ \mathrm{s^{-1}}\) to within 0.1 percent, and the back-action is about \(72\ \mathrm{s^{-1}}\). Thus \(s=10/11=0.909\), and

\[
\varepsilon=1-0.3441\times0.8745\times0.9091\times658.2=-179 .
\]

The build-up time is \(1/R_I=1/(796.8\ \mathrm{s^{-1}})=1.255\) ms.

For a purely scalar counterpart with \(A/2\pi=2.0\) MHz, \(W_0=625.7\ \mathrm{s^{-1}}\) and \(f=625.7/725.7=0.862\). Then \(\varepsilon=1+0.8622\times0.9091\times658.2=517\). For both couplings, a four-level master equation with full Boltzmann factors agrees with the formula.

**Field dependence.** Since \(|\omega_I|\ll|\omega_S|\), put \(J(\omega_S\pm\omega_I)\approx J(\omega_S)\) in equations (3). For \(|\omega_I|\tau\ll1\), also \(J(\omega_I)\approx\tau\), and

\[
\xi\approx\frac{5J(\omega_S)}{7J(\omega_S)+3\tau}=\frac{5}{10+3\omega_S^2\tau^2}.
\]

The dipolar factor starts at 1/2 and falls as \(B^{-2}\) in the range where \(|\omega_S|\tau\gg1\) while \(|\omega_I|\tau\ll1\). Once \(|\omega_I|\tau\gg1\) as well, \(J(\omega_I)\) falls as \(B^{-2}\) like the other spectral densities, and \(\xi\) levels off at a small constant value. The full rates, with \(f=s=1\), give:

| Field (T) | \(\xi\) | \(\varepsilon\) |
|---|---|---|
| 0.01 | 0.4998 | −328.0 |
| 0.35 | 0.3441 | −225.5 |
| 3.4 | 0.0114 | −6.5 |
| 9.4 | 0.0015 | 0.0 |

The last entry does not mean that irradiation has no effect, which would be \(\varepsilon=1\). At 9.4 T the transferred polarization happens to cancel the equilibrium polarization for this \(\tau\). Setting \(\xi=1/2\) is therefore safe for this pair at 0.01 T, wrong by almost half of the correct value at 0.35 T, and useless at the two higher fields. The table belongs to a fixed distance and a single exponential correlation function. If relative translational diffusion modulates the coupling, as for many radicals in solution, \(J(\omega)\) has a different shape: \(\xi\) departs from 1/2 earlier and falls more slowly over this range. A force-free hard-sphere diffusion model adjusted to the same \(\xi\) at 0.35 T gives about 0.48 at 0.01 T, 0.056 at 3.4 T and 0.012 at 9.4 T. The entries are therefore not predictions for a real sample.

## Calculated quantities

```
gamma_e/gamma_n, free electron and proton: -658.21
S0/I0 from Boltzmann populations: -658.21
mean-square dipolar elements / d^2 (flip-flop): 0.0500
mean-square dipolar elements / d^2 (nuclear flip): 0.0750
mean-square dipolar elements / d^2 (double flip): 0.3000
simulated xi, dipolar, extreme narrowing: 0.5001
simulated xi, scalar: -1.0000
simulated xi, mixed with a = d: 0.0005
largest relative error of derived rates: 1.4e-06
limit of eps, dipolar (xi=1/2, f=s=1): -328.1
limit of eps, scalar (xi=-1, f=s=1): 659.2
master equation near dipolar limit: -328.0
master equation near scalar limit: 659.2
input: field 0.35 T, temperature 300 K
input: tau 20 ps, distance 0.4 nm
input: nuclear leakage rate 100 1/s
input: extra electron relaxation rate 1.0e+06 1/s
input: pumping rate w 5.0e+06 1/s
input: scalar rms a/2pi 2.0 MHz
electron frequency: 9.809 GHz
proton frequency: 14.90 MHz
|omega_S| tau: 1.233
dipolar |d|/2pi: 1.235 MHz
|d| tau: 1.55e-04
dipolar W0: 47.7 1/s
dipolar W1I: 180.8 1/s
dipolar W1S: 71.7 1/s
dipolar W2: 287.5 1/s
scalar W0: 625.7 1/s
dipolar: xi 0.3441, f 0.8745, s 0.9091
dipolar: eps from formula -179.06
dipolar: eps from master equation -179.06
dipolar: R_I 796.8 1/s, build-up time 1.255 ms
scalar: xi -1.0000, f 0.8622, s 0.9091
scalar: eps from formula 516.91
scalar: eps from master equation 516.91
scalar: R_I 725.7 1/s, build-up time 1.378 ms
dipolar at 0.01 T: |omega_S| tau 0.035, xi 0.49982, eps(f=s=1) -327.98
dipolar at 0.35 T: |omega_S| tau 1.233, xi 0.34412, eps(f=s=1) -225.50
dipolar at 3.4 T: |omega_S| tau 11.974, xi 0.01141, eps(f=s=1) -6.51
dipolar at 9.4 T: |omega_S| tau 33.104, xi 0.00153, eps(f=s=1) -0.00
```
